**Tunnelling that passes for Poole-Frenkel conduction**

The program computes the current $J=qN\ell\Gamma$ released by elastic tunnelling from a short-range trap without a Coulomb well, where $N$ is the filled-trap density, $\ell$ the distance travelled per release and $\Gamma$ the rate obtained from a complex resonance energy. It fits $\ln(J/V)$ against $\sqrt V$, with $V$ the voltage, and converts the slope into an apparent relative permittivity. It asserts that the resonance condition agrees with a contour integral of the propagator and that the weak-field rate law has an error of the expected order. It also asserts that the formulas for the apparent permittivity, largest residual and $1-R^2$ agree with the one-decade fits within stated tolerances. At 300 K, one decade of conductance starting at 2.0 MV/cm gives $R^2=0.9997$ and an impossible permittivity of 0.62, while one decade starting at 3.6 MV/cm gives a plausible 4.1 for the same trap. Over three decades the curvature becomes visible, and the data are far straighter against $1/V$. A true Poole-Frenkel control with permittivity 4 returns 4.0 at both 300 K and 200 K, whereas the values fitted to tunnelling rise by a factor of 2.25 on cooling.

## Numerical verification

```python
"""Does a straight Poole-Frenkel (PF) plot, ln(J/V) against sqrt(V), prove PF?
Result under test: elastic tunnelling out of a trap WITHOUT a Coulomb well has
    ln(J/V) = const - B/F,   B = 4 sqrt(2m) phi^(3/2) / (3 hbar q),
which looks straight on a PF plot over one decade of conductance. The fitted
relative permittivity is q^3 F / (4 pi eps0 b^2 (kT)^2), with b = B/F.
F: field, V = F d: voltage, d: film thickness, phi: trap depth, m: mass,
J = q N hop Gamma: current density, N: filled-trap density, hop: mean distance
travelled per release, Gamma: release rate. SI units inside the program.
The synthetic data use the exact complex energy of a zero-range well in a field.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar

mp.mp.dps = 30
q, hbar, eps0, kB = const.e, const.hbar, const.epsilon_0, const.k
MVCM = 1e8                       # one MV/cm in V/m
depth_eV, mass_ratio = 1.5, 0.2
thickness, hop, density = 50e-9, 20e-9, 1e24
T_room, T_cold = 300.0, 200.0
phi, mass = depth_eV * q, mass_ratio * const.m_e
kappa = np.sqrt(2 * mass * phi) / hbar
field_unit = 2 * phi * kappa / q  # scaled units: kappa = 1, energy unit 2 phi
B = 4 * np.sqrt(2 * mass) * phi**1.5 / (3 * hbar * q)


def well_function(z, c):
    """Regular part L of the Green function at the well, and dL/dz.
    c = (2f)^(1/3), z = -2E/c^2; a bound or decaying state has L = 1."""
    a, a1 = mp.airyai(z), mp.airyai(z, derivative=1)
    out = mp.airybi(z) + 1j * a
    out1 = mp.airybi(z, derivative=1) + 1j * a1
    return -mp.pi * c * (a1 * out1 - z * a * out), mp.pi * c * a * out


def exact_rate(field):
    """Release rate (1/s) from the complex resonance energy."""
    c = mp.cbrt(2 * mp.mpf(float(field / field_unit)))
    z = mp.mpc(1 / c**2)
    for _ in range(6):
        value, slope = well_function(z, c)
        z -= (value - 1) / slope
    assert abs(well_function(z, c)[0] - 1) < mp.mpf("1e-22")
    energy = -z * c**2 / 2
    return float(-2 * energy.imag) * 2 * phi / hbar


def ln_conductance(field):
    current = q * density * hop * exact_rate(field)
    return np.log(current / (field * thickness))


def line_fit(x, y):
    coef = np.polyfit(x - x.mean(), y, 1)
    res = y - np.polyval(coef, x - x.mean())
    r2 = 1 - np.sum(res**2) / np.sum((y - y.mean())**2)
    return coef[0], r2, np.max(np.abs(res))


def fitted_permittivity(slope, temperature):
    thermal_voltage = kB * temperature / q
    return q / (np.pi * eps0 * thickness * (thermal_voltage * slope)**2)


# Test 1: Airy form of L against a contour integral of the propagator.
f_test, E_test = mp.mpf("0.1"), mp.mpf("-0.5")
turn = mp.expjpi(mp.mpf(1) / 3)


def integrand(s):
    t = turn * s**2
    weight = 2 * s * turn / t**mp.mpf(1.5)
    return weight * mp.expm1(E_test * t + f_test**2 * t**3 / 24)


s_end = mp.mpf(20)
integral = mp.quad(integrand, [0, 1, 2, 3, 4, 6, 10, s_end],
                   method="gauss-legendre")
integral -= 2 / mp.sqrt(turn * s_end**2)     # analytic tail of the -1 term
L_contour = -2 * mp.pi * (2 * mp.pi)**mp.mpf(-1.5) * integral
c_test = mp.cbrt(2 * f_test)
L_airy = well_function(mp.mpc(-2 * E_test / c_test**2), c_test)[0]
assert abs(L_contour - L_airy) < 1e-10
assert L_airy.imag < -1e-6                   # decay part well above tolerance

# Test 2: weak-field rate law; its relative error must be of order f.
rate_errors = []
for field in (2.0 * MVCM, 3.6 * MVCM):
    law = q * field / (2 * np.sqrt(2 * mass * phi)) * np.exp(-B / field)
    rate_errors.append(law / exact_rate(field) - 1)
    assert abs(rate_errors[-1]) < 3 * field / field_unit
assert abs(rate_errors[0]) < abs(rate_errors[1])


def analyse(start, decades):
    """Fit exact tunnelling data over a chosen range of conductance."""
    span = decades * np.log(10)
    base = ln_conductance(start)
    guess = 1 / (1 / start - span / B)
    end = brentq(lambda F: ln_conductance(F) - base - span,
                 0.97 * guess, 1.03 * guess, rtol=1e-10)
    root_field = np.linspace(np.sqrt(start), np.sqrt(end), 41)
    fields = root_field**2
    volts = fields * thickness
    y = np.array([ln_conductance(F) for F in fields])
    slope, r2, worst = line_fit(np.sqrt(volts), y)
    centre = root_field.mean()**2
    b = B / centre
    return dict(volts=volts, y=y, slope=slope, r2=r2, worst=worst, b=b,
                centre=centre, end=end, worst_law=span**2 / (8 * b),
                miss_law=3 * span**2 / (80 * b**2),
                eps=fitted_permittivity(slope, T_room),
                eps_cold=fitted_permittivity(slope, T_cold),
                eps_law=q * centre / (4 * np.pi * eps0 * b**2
                                      * (kB * T_room / q)**2))


low = analyse(2.0 * MVCM, 1)
wide = analyse(2.0 * MVCM, 3)
high = analyse(3.6 * MVCM, 1)

# Test 3: closed formulas against fits. The 15 % margin covers the finite
# sampling (41 points) and the cubic term left out of the curvature estimate.
for w in (low, high):
    assert abs(w["eps"] / w["eps_law"] - 1) < 0.03
    assert abs(w["worst"] / w["worst_law"] - 1) < 0.15
    assert abs((1 - w["r2"]) / w["miss_law"] - 1) < 0.15
    assert w["r2"] > 0.998
assert low["eps"] < 1                        # impossible permittivity
assert 2 < high["eps"] < 6                   # plausible, yet no PF effect
assert wide["worst"] > 5 * low["worst"]      # curvature appears in wide range

# Test 4: the same wide data are far straighter against 1/V.
_, r2_inverse, worst_inverse = line_fit(1 / wide["volts"], wide["y"])
assert worst_inverse < 0.05 * wide["worst"]

# Test 5: PF control, barrier maximum found numerically, same fit routine.
eps_control = 4.0


def pf_lowering(field):
    """Barrier lowering in eV; distance in nm."""
    coulomb = q / (4 * np.pi * eps0 * eps_control) * 1e9
    found = minimize_scalar(lambda x: coulomb / x + field * 1e-9 * x,
                            bounds=(0.05, 20), method="bounded",
                            options={"xatol": 1e-9})
    return found.fun


lowering = np.array([pf_lowering(v / thickness) for v in low["volts"]])
control = {}
for T in (T_room, T_cold):
    y_pf = lowering * q / (kB * T)
    s_pf, r2_pf, _ = line_fit(np.sqrt(low["volts"]), y_pf)
    control[T] = fitted_permittivity(s_pf, T)
    assert abs(control[T] / eps_control - 1) < 1e-4 and r2_pf > 1 - 1e-8
pf_factor = np.exp((lowering[-1] - lowering[0]) * q / (kB * T_room))


def field_for(eps):
    """Field at which the tunnelling law imitates a given permittivity."""
    return (4 * np.pi * eps0 * eps * (B * kB * T_room / q)**2 / q)**(1 / 3)


thermal_gap = (phi / (kB * T_room) - B / (2.0 * MVCM)) / np.log(10)
assert thermal_gap > 5                       # over-barrier release negligible

print(f"trap depth: {depth_eV:.1f} eV; mass: {mass_ratio:.1f} electron masses")
print(f"film thickness: {thickness*1e9:.0f} nm; hop: {hop*1e9:.0f} nm")
print(f"filled-trap density: {density*1e-6:.1e} cm^-3")
print(f"temperatures: {T_room:.0f} K and {T_cold:.0f} K")
print(f"tunnelling field B: {B/MVCM:.2f} MV/cm")
print(f"tunnel distance at 2.0 MV/cm: {depth_eV/(2*MVCM)*1e9:.2f} nm")
print(f"exact release rate at 2.0 MV/cm: {exact_rate(2*MVCM):.2f} 1/s")
J_start = q * density * hop * exact_rate(2 * MVCM)
print(f"current density at 2.0 MV/cm: {J_start*1e-4:.3e} A/cm^2")
print(f"rate-law error at 2.0 MV/cm: {100*rate_errors[0]:.2f} %")
print(f"rate-law error at 3.6 MV/cm: {100*rate_errors[1]:.2f} %")
print(f"over-barrier exponential smaller by: {thermal_gap:.1f} decades")
for name, w in (("LOW, 1 decade", low), ("WIDE, 3 decades", wide),
                ("HIGH, 1 decade", high)):
    print(f"--- window {name} of conductance")
    print(f"voltage: {w['volts'][0]:.2f} to {w['volts'][-1]:.2f} V")
    print(f"central field: {w['centre']/MVCM:.3f} MV/cm; b: {w['b']:.2f}")
    print(f"PF-plot slope: {w['slope']:.3f} V^-1/2; R^2: {w['r2']:.5f}")
    print(f"largest residual of ln(J/V): {w['worst']:.4f}"
          f"; formula: {w['worst_law']:.4f}")
    print(f"1-R^2: {1-w['r2']:.3e}; formula: {w['miss_law']:.3e}")
    print(f"fitted permittivity, 300 K: {w['eps']:.3f}"
          f"; formula: {w['eps_law']:.3f}")
    print(f"fitted permittivity, 200 K: {w['eps_cold']:.3f}")
print("--- diagnosis and control")
print(f"WIDE data against 1/V, largest residual: {worst_inverse:.5f}")
print(f"WIDE data against 1/V, 1-R^2: {1-r2_inverse:.2e}")
print(f"field imitating permittivity 1: {field_for(1)/MVCM:.2f} MV/cm")
print(f"field imitating permittivity 4: {field_for(4)/MVCM:.2f} MV/cm")
print(f"PF control, permittivity put in: {eps_control:.1f}")
print(f"PF control, fitted at 300 K: {control[T_room]:.4f}")
print(f"PF control, fitted at 200 K: {control[T_cold]:.4f}")
print(f"PF control, conductance factor over LOW window: {pf_factor:.2f}")
print("done: every assertion held")
```

Output:

```
trap depth: 1.5 eV; mass: 0.2 electron masses
film thickness: 50 nm; hop: 20 nm
filled-trap density: 1.0e+18 cm^-3
temperatures: 300 K and 200 K
tunnelling field B: 56.12 MV/cm
tunnel distance at 2.0 MV/cm: 7.50 nm
exact release rate at 2.0 MV/cm: 33.90 1/s
current density at 2.0 MV/cm: 1.086e-05 A/cm^2
rate-law error at 2.0 MV/cm: 3.91 %
rate-law error at 3.6 MV/cm: 7.01 %
over-barrier exponential smaller by: 13.0 decades
--- window LOW, 1 decade of conductance
voltage: 10.00 to 10.90 V
central field: 2.089 MV/cm; b: 26.87
PF-plot slope: 16.616 V^-1/2; R^2: 0.99971
largest residual of ln(J/V): 0.0245; formula: 0.0247
1-R^2: 2.901e-04; formula: 2.754e-04
fitted permittivity, 300 K: 0.624; formula: 0.623
fitted permittivity, 200 K: 1.405
--- window WIDE, 3 decades of conductance
voltage: 10.00 to 13.27 V
central field: 2.316 MV/cm; b: 24.23
PF-plot slope: 14.309 V^-1/2; R^2: 0.99684
largest residual of ln(J/V): 0.2513; formula: 0.2461
1-R^2: 3.160e-03; formula: 3.047e-03
fitted permittivity, 300 K: 0.842; formula: 0.850
fitted permittivity, 200 K: 1.894
--- window HIGH, 1 decade of conductance
voltage: 18.00 to 21.14 V
central field: 3.907 MV/cm; b: 14.36
PF-plot slope: 6.480 V^-1/2; R^2: 0.99897
largest residual of ln(J/V): 0.0467; formula: 0.0461
1-R^2: 1.027e-03; formula: 9.638e-04
fitted permittivity, 300 K: 4.105; formula: 4.081
fitted permittivity, 200 K: 9.235
--- diagnosis and control
WIDE data against 1/V, largest residual: 0.00054
WIDE data against 1/V, 1-R^2: 1.64e-08
field imitating permittivity 1: 2.45 MV/cm
field imitating permittivity 4: 3.88 MV/cm
PF control, permittivity put in: 4.0
PF control, fitted at 300 K: 4.0000
PF control, fitted at 200 K: 4.0000
PF control, conductance factor over LOW window: 2.48
done: every assertion held
```
